Why heavily doped trigate corners turn on before lightly doped ones

**Definitions and conventions**

The cross-section of a long trigate fin is a rectangle of width 2a and height H. The coordinate x runs from the middle of the fin to a sidewall at x = a, and z runs down from the top gate at z = 0. Gates cover the top and both sidewalls. The bottom, z = H, rests on a thick insulator and is taken to pass no electric flux. The "corner" is the point (a, 0), and the "foot" is the point (a, H), the part of the sidewall farthest from the top gate.

The body has a uniform acceptor density N. The potential ψ is measured from the intrinsic level, so that with Boltzmann statistics

n = n_i exp(ψ/v_t),  p = n_i exp(−ψ/v_t),  v_t = k_B T/q.

The gate voltage V is measured on the same scale: V = 0 aligns the gate with the intrinsic level. The oxide has capacitance C_ox = ε_ox/t_ox per unit area, and λ = ε_s/C_ox is the thickness of silicon with the same capacitance. A location "turns on" when its electron density reaches a chosen value n_on. Drain fields, band-gap narrowing, degenerate statistics and the random placement of single dopants are left out.

**What happens**

In a heavily doped fin the corner reaches n_on at a much lower gate voltage than the sidewall. In a lightly doped fin of the same shape, all parts of the section follow the gate together below threshold. The geometry is the same in both. What differs is the amount of body charge that the gates must balance, and adjacent gates share that charge near their common edge.

**Separating doping from geometry**

Assume that the body is fully depleted and that mobile charge is negligible. The charge density is then −qN, and Poisson's equation reads

∇²ψ = qN/ε_s.

At a gate the displacement normal to the surface is continuous. With the derivative taken outward from the silicon,

ε_s ∂ψ/∂n = C_ox (V − ψ), or λ ∂ψ/∂n = V − ψ.

Now write

ψ = V − (qN/ε_s) w.

The Laplacian gives −(qN/ε_s)∇²w = qN/ε_s. The gate condition gives −λ(qN/ε_s) ∂w/∂n = (qN/ε_s) w. The factor qN/ε_s cancels from both:

∇²w = −1 in the silicon,
w + λ ∂w/∂n = 0 on the gates,
∂w/∂z = 0 at the bottom.

The function w, an area, therefore depends on a, H and λ but not on doping or gate voltage. Subtracting ψ at the foot (f) from ψ at the corner (c) gives the corner lead

ΔV = (qN/ε_s)(w_f − w_c).

It is proportional to N.

**The charge shared between gates**

The gate charge per unit area that balances the body charge is

C_ox (V − ψ) = C_ox (qN/ε_s) w = qN w/λ = qN d, with d = w/λ.

Thus d is the depth of body whose charge is imaged on that piece of gate. Integrating d along the gated perimeter, and using d = −∂w/∂n there and zero flux at the bottom,

∮ d ds = −∮ ∂w/∂n ds = −∫ ∇²w dA = 2aH.

The gates divide the body area among themselves, with nothing left over. Near an edge two gates draw on the same piece of silicon, so each unit of gate area receives less. Less imaged charge means a smaller voltage drop across the oxide and a higher surface potential.

That the corner has the smallest share follows from the maximum principle. First, w is positive. A minimum of w cannot lie inside, since ∇²w < 0, nor on the flux-free bottom. At a minimum on a gate the outward derivative is negative, and w = −λ ∂w/∂n is then positive.

Next take g = ∂w/∂z, which is harmonic because ∇²w is constant. On the top gate the outward direction is −z, so g = w/λ > 0. At the bottom g = 0. On the sidewall, differentiating the gate condition along z gives g + λ ∂g/∂x = 0. If g had a negative minimum there, its outward derivative would be −g/λ > 0, which is impossible at a minimum. The middle plane is a symmetry plane and counts as interior. Hence g > 0 inside, and w grows downward.

The same argument applies to −∂w/∂x. It is zero on the middle plane, equals w/λ on the sidewall, and obeys the homogeneous conditions on the other two edges. So w falls toward the sidewall, and its minimum over the whole section is at the corner.

**Explicit solution**

Without the top gate the problem is one-dimensional, with the solution

w₁ = (a² − x²)/2 + aλ.

Its second derivative is −1, and at x = a it gives aλ + λ(−a) = 0, as required. Here d = a along the whole sidewall, and there is no corner lead.

With the top gate, write w = w₁ − v. Then v is harmonic, obeys the same side and bottom conditions, and on the top satisfies v − λ ∂v/∂z = w₁. The functions cos(kx) cosh[k(H − z)] satisfy the side condition if cos ka = λk sin ka, that is,

k_n tan(k_n a) = 1/λ.

On the top each of them contributes cos(k_n x)(cosh k_nH + λk_n sinh k_nH). Expanding w₁ = Σ B_n cos(k_n x) therefore gives

w = w₁ − Σ B_n cos(k_n x) cosh[k_n(H − z)] / (cosh k_nH + λk_n sinh k_nH).

The coefficients follow from orthogonality. Integrating by parts twice, the boundary terms vanish because w₁ and the cosine obey the same end conditions, so

k_n² ∫₀ᵃ w₁ cos(k_n x) dx = ∫₀ᵃ cos(k_n x) dx = sin(k_n a)/k_n.

The norm is ∫₀ᵃ cos²(k_n x) dx = (k_n a + sin k_n a cos k_n a)/(2k_n). The quotient is

B_n = 2 sin k_n a / [k_n² (k_n a + sin k_n a cos k_n a)].

**How large the effect is**

Take a fin 20 nm wide and 30 nm high with 2 nm of oxide, relative permittivities 11.7 and 3.9, n_i = 10¹⁰ cm⁻³ and T = 300 K. Then λ = 2 × 11.7/3.9 = 6 nm and v_t = 25.85 mV. The series gives

w_c = 23.3 nm², so d_c = 23.3/6 = 3.9 nm,
w_f = 56.6 nm², so d_f = 56.6/6 = 9.4 nm.

The corner images less than half the depth that the foot does. The top gate takes 118 nm² of the body and the two sidewalls 482 nm², which add up to 20 × 30 = 600 nm².

For N = 5×10¹⁸ cm⁻³, qN/ε_s = 7.733 mV/nm², and

ΔV = 7.733 × (56.63 − 23.29) = 258 mV = 10.0 v_t.

At equal gate voltage the corner electron density is exp(9.97) ≈ 2×10⁴ times that at the foot. A 5 nm square at the corner has 8.3% of the area of the half-fin but holds 96% of its classical subthreshold electrons. If the mobility is uniform, the low-drain-bias current is divided in the same way, and in this classical picture a threshold read at low current is that of the corner.

For N = 10¹⁵ cm⁻³ the same geometry gives 0.052 mV, a density difference of 0.2%.

A nonlinear Poisson solution with electrons and holes confirms both leads. It gives 257.7 mV for the heavily doped fin at V = 0.50 V. For the lightly doped fin at V = 0.20 V it gives 0.0527 mV against 0.0516 mV from the formula. That 2% excess matches the neglected electrons: n ≈ 10¹⁰ exp(0.20/0.02585) ≈ 2.3×10¹³ cm⁻³, or 2.3% of N. Removing the top gate at heavy doping removes the lead, which identifies the second gate as its cause.

**Early turn-on as a parallel shift**

Setting ψ = ψ_on = v_t ln(n_on/n_i) in the depleted solution gives the local turn-on voltage

V_on = ψ_on + (qN/ε_s) w.

With n_on = 10¹⁷ cm⁻³, ψ_on = 0.417 V. The heavily doped corner should turn on at 0.417 + 0.180 = 0.597 V and the foot at 0.417 + 0.438 = 0.855 V. The full solution gives 0.597 V and 0.859 V. The foot is about 4 mV late because electrons are already present elsewhere, mostly near the corner. Their negative charge lowers ψ throughout the section.

Since w does not depend on V, dψ/dV = 1 at both places as long as mobile charge is negligible. In that approximation corner and foot have the same ideal subthreshold slope and differ by a shift along the voltage axis. Near its own turn-on the foot follows the gate slightly less than one for one, with a slope of about 0.94, because the electrons added as the gate rises partly screen it. About half of this loss comes from the strongly inverted corner and the rest from electrons elsewhere in the section.

**What counts as lightly doped and below threshold**

Electrons are negative charge too, and the gates share them in the same way. If n is weak and nearly uniform, N is replaced by N + n in the lead, and

ln(n_c/n_f) ≈ (N + n)/N*,  N* = ε_s v_t / [q(w_f − w_c)].

For this fin N* = 5.0×10¹⁷ cm⁻³. Uniform behaviour requires N + n ≪ N*, which sets a limit on the doping and on the gate drive together.

In the lightly doped fin at V = 0.34 V the mean electron density is 5.0×10¹⁵ cm⁻³. The formula gives a log ratio of 6.0×10¹⁵/5.0×10¹⁷ = 0.0120, and the full solution gives 0.0119. At n_on = 10¹⁷ cm⁻³ the corner leads by 4.7 mV in gate voltage, still well below v_t. At V = 0.80 V, above threshold, the corner is about 3.7 times denser than the foot with Boltzmann statistics (3.57 on the 0.25 nm mesh, 3.66 on a mesh refined at the surfaces). The electrons are degenerate there, so this ratio is too high; Fermi–Dirac statistics give about 2.9, and the corner region remains the denser one. Light doping therefore removes the corner effect below threshold, not above it.

**Oxide thickness: two limits**

For 1, 2 and 4 nm of oxide the heavily doped lead is 157, 258 and 389 mV. As λ → 0, w vanishes on every gate surface and the lead goes to zero: the sharing remains, but the oxide drop it acts on disappears. This concerns the surface potential only. Below the surface, w is still smaller near the corner, where two gates are close, so the electrons of a heavily doped fin still favour it, though weakly: the 5 nm corner square then holds about 36% of them, against 25% of the gated perimeter.

As λ → ∞, the imaged depth becomes the same everywhere, D = 2aH/(2a + 2H) = aH/(a + H). The lead nevertheless stays finite. Up to a constant, w is then −Dx²/(2a) − D(H − z)²/(2H): its Laplacian is −D(1/a + 1/H) = −1, and its outward slope is −D on each gate and zero at the bottom. Hence w_f − w_c = DH/2. This limit holds only while the body remains fully depleted and electrons are negligible. The heavily doped fin cannot reach it: w would span D(a + H)/2 = aH/2 = 150 nm² across the section, or 1.16 V, while only about 0.93 V separates the potential at which p = N from ψ_on = 0.417 V.

**Where the simple model needs correction**

*Oxide at the corner.* The gate condition above lets flux cross the oxide only along its normal. Resolving a square oxide corner in two dimensions raises the heavily doped lead to 284 mV, 10% above the formula. A plausible reason, not isolated here, is the extra coupling through the oxide square outside the corner. The lightly doped lead stays negligible at 0.058 mV. The corner of a real fin is also rounded. Rounding makes the charge sharing less uneven and can lower the heavily doped lead by tens of percent when the radius is several nanometres.

*Flux through the bottom.* The insulator under a real fin is not free of flux. Field lines from the lower edge of the side gate pass through it and reach the foot, which then needs less gate voltage. This can lower the heavily doped lead by tens of percent, so the values given here belong to the idealised flux-free bottom.

*Neutral core.* Full depletion requires ψ + φ_B ≫ v_t everywhere, where φ_B = v_t ln(N/n_i). A wide, heavily doped fin violates this. On a flat wall, one integration of Poisson's equation with holes included gives a squared surface slope of 2(qN/ε_s)(ψ + φ_B − v_t). Equating it to (qN x_d/ε_s)² gives

x_d = [2ε_s(ψ + φ_B − v_t)/(qN)]^½,  V = ψ + qN x_d/C_ox.

At ψ_on this yields x_d = 15.3 nm and V = 0.417 + 0.007733 × 15.33 × 6 = 1.128 V. In a fin 50 nm wide and 55 nm high the foot turns on at 1.128 V and the corner at 0.643 V, a lead of 485 mV. If that fin is only 35 nm high, the foot turns on at 1.114 V, because the top gate still takes part of its charge. The wall potential no longer follows the gate one for one: differentiating V gives dV/dψ = 1 + λ/x_d ≈ 1.4 on the flat wall.

*Quantum confinement.* A single-band estimate with isotropic mass 0.3 m_e, hard walls at the gated faces, zero slope of the wave function at the bottom and the fixed depletion potential places the lowest level of the heavily doped trigate section 222 meV below that of a one-dimensional slice at the foot. In this estimate the lead is reduced from 258 mV but survives, and 92% of that state lies in the 5 nm corner square. Higher levels are occupied too, so the corner's share of all electrons is smaller. Confinement also raises the turn-on voltage of the corner itself, by an amount of order 0.1 V. The electron masses of silicon, about 0.19 and 0.92 m_e depending on direction, change the numbers: for (100) faces the same estimate gives a lead of about 190 meV, with about 80% of all electrons in the corner square. In the lightly doped fin the lowest state has only 0.14% of its probability there, against an area share of 8.3%. This is not the share of all electrons: the next level lies only about 3 meV higher, well below k_BT, so many levels are occupied at 300 K. The density still vanishes at the hard walls, so the uniform density is a classical result. Confinement moves electrons away from the corner, so it does not restore early corner turn-on.

**What to do about it**

- Compare N + n with N*, not N with a fixed doping limit. To keep the log density ratio below 0.1 in this fin, N + n must stay below about 5×10¹⁶ cm⁻³.
- Set the threshold with the gate work function instead of body doping. A work-function change shifts V equally at all gate points and leaves w unchanged.
- If heavy doping is unavoidable, reduce the oxide thickness, which weakens the corner effect without removing it. Shrinking a, H and λ together by a factor s also helps: w scales as length squared, so the lead at fixed N falls by s².
- Do not model a heavily doped trigate fin as flat channels in parallel with one threshold. The corner needs its own turn-on voltage. For a sharp corner and classical electrons it is ψ_on + (qN/ε_s) w_c while the body is fully depleted; rounding and confinement both raise it. In a short device this is only an average: at 5×10¹⁸ cm⁻³ a 5 nm corner square 30 nm long holds about four acceptors, and their number varies from one device to the next.

The remaining values are in the numerical output.

Values computed for the example and the checks

```
Fin width, height, oxide thickness: 20, 30, 2 nm
Relative permittivity silicon, oxide: 11.7, 3.9
Temperature: 300 K; thermal voltage: 25.852 mV
Intrinsic density: 1.0e+10 cm^-3
Heavy, light doping: 5.0e+18, 1.0e+15 cm^-3
Oxide length lambda: 6.000 nm
w at corner, foot, top middle: 23.29, 56.63, 41.23 nm^2
Imaged depth corner, foot, top middle: 3.882, 9.438, 6.872 nm
Body area imaged on top, both sides: 118.08, 481.92 nm^2
Crossover density N*: 5.014e+17 cm^-3
Heavy: q N / eps_si: 7.7330 mV/nm^2
Heavy lead, formula: 257.77 mV = 9.971 VT
Heavy lead, solver at V=0.50 V: 257.74 mV
Heavy largest potential error of series: 0.036 mV
Heavy density ratio corner/foot, formula: 2.140e+04
Heavy dpsi/dV corner, foot: 0.9998, 0.9998
Light lead, formula: 0.05155 mV
Light lead, solver at V=0.20 V: 0.05272 mV
Light density ratio corner/foot, formula: 1.00200
Heavy lead without top gate: 0.00000 mV
Light at V=0.34 V: mean electron density 5.014e+15 cm^-3
  log density ratio solver, formula: 0.01191, 0.01199
Light at V=0.80 V: density ratio corner/foot 3.573
Turn-on density criterion: 1.0e+17 cm^-3; psi there: 0.4167 V
Heavy turn-on corner, foot, solver: 0.5970, 0.8591 V
Heavy turn-on corner, foot, formula: 0.5968, 0.8546 V
Heavy turn-on lead, solver: 262.09 mV
Light turn-on corner, foot, solver: 0.4197, 0.4244 V
Light turn-on lead, solver: 4.66 mV
Resolved oxide, heavy lead: 284.41 mV
Resolved oxide, light lead: 0.05818 mV
Wide fin width, height: 50, 55 nm
Wide fin flat depletion depth: 15.330 nm
Flat wall turn-on formula, solver: 1.1280, 1.1283 V
Wide turn-on corner, foot, solver: 0.6427, 1.1276 V
Wide turn-on foot at height 35 nm: 1.1144 V
Wide turn-on lead, solver: 484.91 mV
Heavy lead for oxide 1, 2, 4 nm: 157.33, 257.77, 389.10 mV
Area share of one 5 nm corner square in half fin: 0.0833
Classical electron share heavy, light: 0.9617, 0.0835
Model effective mass: 0.3 electron masses
Quantum ground level trigate, foot slice: 0.4035, 0.6257 eV
Quantum level lead, heavy: 222.14 meV
Quantum ground-state share heavy, light: 0.9228, 0.0014
```
